# Why a response kernel must match its ground state under translation

A one-dimensional crystal has been relaxed until the largest force on an ion is below $10^{-12}$ hartree/bohr. Its zone-centre vibrations are then computed by linear response, and the lower of the two comes out at $725i\ \mathrm{cm^{-1}}$. It should be zero, because moving all ions together costs nothing. The ground state is converged, and the response equations have been solved without approximation on the grid. The exchange-correlation (xc) kernel, however, lacks one term that the ground-state potential contains. With that term restored, the lower mode is zero to the printed accuracy.

The example shows that the rules following from translation invariance can fail when the kernel does not match the ground-state potential.

## The crystal and its kernels

Hartree atomic units are used: electrons have charge $-1$, ions $+Z_I$. Each cell, 6 bohr long, holds two ions with $Z_1=Z_2=1$ and two electrons in one filled band. Ion $I$ attracts an electron with the potential $-1/\sqrt{x^2+a_I^2}$, where $a_1=0.8$ and $a_2=1.2$ bohr. The electron-electron and ion-ion repulsions are softened in the same way, with lengths 1.0 and 0.7 bohr. The relaxed bond length is 1.937 bohr. The xc energy is a model,

$$E_{xc}=\int\Big[-\tfrac{3A}{4}n^{4/3}+\tfrac B2 (n')^2\Big]dx,\qquad A=0.7,\quad B=0.1 .$$

Its first functional derivative is the potential; the gradient term gives $-Bn''$ after one partial integration. The second derivative is the kernel, written here by its action on a function $m$:

$$v_{xc}=-A\,n^{1/3}-B\,n'',\qquad f m=-\tfrac A3 n^{-2/3}m-B\,m'' .$$

Now let the kernel act on the density gradient:

$$f n'=-\tfrac A3 n^{-2/3}n'-B\,n'''=\frac{d}{dx}\big(-A n^{1/3}-B n''\big)=v_{xc}' .$$

If the gradient part of the kernel is dropped while the ground state keeps it, this equality fails by

$$g\equiv v_{xc}'-f n'=-B\,n''' ,$$

which reaches 0.15 hartree/bohr in the example.

## What the mismatch does to the vibrations

Let $C_{IJ}$ be the zone-centre force constants, with $I,J$ labelling sublattices that move as a whole. The acoustic sum rule is $s_I\equiv\sum_J C_{IJ}=0$: no force arises when everything moves together. The consistent kernel gives $C_{11}=C_{22}=-C_{12}=0.1345$ hartree/bohr². Finite differences of self-consistent forces give 0.13452, against 0.13451 hartree/bohr² from the response.

Without the gradient part of the kernel, $s_1=-0.0666$ and $s_2=0.0061$ hartree/bohr². The Born effective charges, which should add up to zero in a neutral cell, add up to $-0.254\,e$.

The imaginary frequency follows from these sums. The masses are $m_1=2000$ and $m_2=6000$ electron masses, and squared frequencies are the eigenvalues of $D_{IJ}=C_{IJ}/\sqrt{m_Im_J}$. Take the normalized vector of a rigid translation, $e_I=\sqrt{m_I/M}$ with $M=m_1+m_2$. The lowest eigenvalue cannot exceed the expectation value in this vector:

$$\omega_{\rm low}^2\le\sum_{IJ}e_ID_{IJ}e_J=\frac{S}{M},\qquad S=\sum_{IJ}C_{IJ}=s_1+s_2 .$$

Here $S=-0.0605$, so $S/M=-7.57\times10^{-6}$. With 1 hartree equal to 219 475 cm$^{-1}$, this corresponds to $604i\ \mathrm{cm^{-1}}$. The actual lower mode, $725i\ \mathrm{cm^{-1}}$, lies below this bound, as it must. For a small mismatch with $\int g\,n'dx\neq0$ the expectation value is also the leading-order result. The frequency error then grows as the square root of $|S|$, so a modest violation gives a conspicuous frequency.

## The general statement

Consider a static, spin-paired Kohn-Sham insulator with local potential $v_s=v_{ext}+v_H+v_{xc}$. Let $\chi_0$ be its Kohn-Sham density response and $f$ any real symmetric kernel. Set $K=f_H+f$, with $f_H$ the Hartree kernel, and assume that $1-\chi_0K$ can be inverted. The self-consistent response is $\chi=(1-\chi_0K)^{-1}\chi_0$. Basis and grid do not move with the ions, and they are fine enough that shifting the potential shifts the density rigidly. On a coarse fixed grid this fails, and the rules below are then violated even by a matching kernel. In a crystal the macroscopic field is zero.

**A rigid displacement of all ions by one unit of length produces the first-order density**

$$n_1=-n'+\chi g,\qquad g=v_{xc}'-f n' .$$

**The electrons follow the ions rigidly if and only if $g$ is a constant.**

In three dimensions the prime becomes a gradient, and the statement holds for each component.

**A matching kernel gives $g=0$.** A functional without explicit dependence on position satisfies $v_{xc}[n_u](x)=v_{xc}[n](x-u)$, where $n_u(x)=n(x-u)$. To first order in $u$ the density changes by $-u\,n'$. The left side therefore changes by $-u\,fn'$ if $f=\delta v_{xc}/\delta n$, and the right side by $-u\,v_{xc}'$. Hence $fn'=v_{xc}'$. The Hartree potential obeys $f_Hn'=v_H'$ for the same reason.

**The Kohn-Sham system translates rigidly.** Shifting the whole potential $v_s$ by $u$ shifts every orbital, and so the density, by $u$. The potential changes by $-u\,v_s'$ and the density by $-u\,n'$, so

$$\chi_0v_s'=n' .$$

No kernel appears in this identity.

**The deviation.** When the ions move by one unit, the external potential changes by $-v_{ext}'$, and the response equation is $n_1=\chi_0(-v_{ext}'+Kn_1)$. Write $n_1=-n'+d$. The definition of $g$ gives $Kn'=v_H'+v_{xc}'-g$, so the total change of potential is

$$-v_{ext}'-Kn'+Kd=-v_s'+g+Kd .$$

Acting with $\chi_0$ gives $-n'+d=-n'+\chi_0(g+Kd)$. Thus $(1-\chi_0K)d=\chi_0g$, which is $d=\chi g$.

**Why a constant is the one exception.** A constant potential changes no density, so $\chi g=0$ for constant $g$. Conversely, $\chi g=0$ implies $\chi_0g=(1-\chi_0K)\chi g=0$. Then $\int g\,\chi_0g\,dx=0$. This integral is a sum of terms $-|\langle c|g|v\rangle|^2/(\varepsilon_c-\varepsilon_v)$ with positive weights, over filled states $v$ and empty states $c$. Every matrix element must vanish, so $g$ maps the filled space at each $k$ into itself. Diagonalizing $g$ within that space gives functions with $g\varphi=\lambda\varphi$, hence $g=\lambda$ wherever $\varphi\neq0$. Since $\varphi$ does not vanish on any finite region, $g$ is constant.

## The acoustic sum rule

Write $v_{ext}=\sum_Iv_I(x-R_I)$ and let $n_{1,J}$ be the response to moving sublattice $J$. With $\partial_I$ the derivative with respect to $R_I$ and $U$ the ion-ion energy,

$$C_{IJ}=\int(\partial_Iv_{ext})\,n_{1,J}\,dx+\delta_{IJ}\int n\,\partial_I^2v_{ext}\,dx+\partial_I\partial_JU ,$$

with integrals over a cell. Sum over $J$. The last term vanishes because $U$ depends on relative positions. Since $\partial_Iv_{ext}=-v_I'$ and $\partial_I^2v_{ext}=v_I''$,

$$s_I=\int(-v_I')(-n'+\chi g)\,dx+\int n\,v_I''\,dx
=\int(n\,v_I')'\,dx-\int v_I'\,\chi g\,dx .$$

The integral of a derivative over a period is zero, which leaves

$$s_I=\int(\partial_Iv_{ext})\,\chi g\,dx .$$

Summing over $I$ turns $\partial_Iv_{ext}$ into $-v_{ext}'$. As $\chi$ is symmetric, it can be moved onto that factor, and $\chi(-v_{ext}')=n_1=-n'+\chi g$:

$$S=-\int g\,n'\,dx+\int g\,\chi g\,dx .$$

For the dropped gradient term $g=-Bn'''$, one partial integration turns the first part into $B\int n'''n'\,dx=-B\int(n'')^2dx<0$. The second part is not positive either, provided the response is stable, meaning that $\chi$ has no positive eigenvalue. Both then push the lower mode towards an imaginary frequency.

With no xc kernel at all, $g=v_{xc}'$ and the first part is

$$-\int v_{xc}'n'\,dx=\frac A3\int n^{-2/3}(n')^2dx-B\int(n'')^2dx .$$

The local term now has the opposite sign, and it wins: the printed sums give $S=0.0660+0.0049=0.0709$ hartree/bohr². The lower mode is real but wrong, at 588 cm$^{-1}$.

## The neutrality rule

The Born charge $Z_I^*$ is the change of the cell dipole per unit displacement of sublattice $I$. It equals $Z_I$ minus the summed displacement $X$ of the electrons. For one filled band and $N_k$ points $k$, a periodic potential change $w$ gives

$$X[w]=\frac4{N_k}\sum_k\mathrm{Re}\sum_c\frac{x_{vc}\,\langle c|w|v\rangle}{\varepsilon_v-\varepsilon_c}\equiv\int n_x\,w\,dx,\qquad x_{cv}=\frac{-i\,p_{cv}}{\varepsilon_c-\varepsilon_v} .$$

The factor 4 is two spins times two for the complex conjugate term. The form of $x_{cv}$ follows from $[H,x]=-ip$, and $n_x$ is the bare density response to the potential $x$.

First take $w=-v_s'$. From $v_s'=[\partial_x,H]$ and $\partial_x=ip$ one has $\langle c|v_s'|v\rangle=(\varepsilon_v-\varepsilon_c)\,i\,p_{cv}$. The quotient in $X$ is therefore $-ip_{cv}$. Multiplying by $x_{vc}=x_{cv}^*=ip_{cv}^*/(\varepsilon_c-\varepsilon_v)$ gives

$$X[-v_s']=\frac4{N_k}\sum_{k,c}\frac{|p_{cv}|^2}{\varepsilon_c-\varepsilon_v}=\frac2{N_k}\sum_k\Big(1-\frac{d^2\varepsilon_v}{dk^2}\Big)\to2 .$$

The second equality is second-order perturbation theory in $k$. The band slope is periodic, so the curvature averages to zero over the full zone. For several filled bands, the terms between filled states cancel in pairs, and the result is the number of electrons.

On a finite mesh the average need not vanish. For a Hartree ground state of this crystal, 16 points shifted by half a step from the zone centre leave a charge defect of $5.2\times10^{-5}\,e$, and the band curvature accounts for it. With 160 points the defect is below $10^{-12}\,e$. A small neutrality error can thus come from the mesh instead of the kernel.

For the real displacement the total potential change is $-v_s'+g+K\chi g$. Since $\chi=\chi_0(1-K\chi_0)^{-1}$, we have $1+K\chi=(1-K\chi_0)^{-1}$, whose transpose is $(1-\chi_0K)^{-1}$. Moving it onto $n_x$ produces the self-consistent response to the potential $x$, $n_E=(1-\chi_0K)^{-1}n_x$. Therefore

$$\sum_IZ_I^*=\sum_IZ_I-2-\int n_E\,g\,dx=-\int n_E\,g\,dx .$$

For the consistent kernel the two charges are $-0.856\,e$ and $+0.856\,e$, in agreement with finite differences of the Berry-phase polarization.

For an isolated molecule with $N$ electrons the position operator can be used directly. Then $X=\int x\,n_1dx=N+\int n_E\,g\,dx$, because $-\int x\,n'dx=N$. With $g=0$ the Born charges add up to the net charge of the molecule, which need not be zero.

## The pairing matters

Replace the ground state by a Hartree one, without xc potential, at the same ion positions. The zero xc kernel, which failed above, now has $g=0$, and both rules hold to the printed accuracy. The full xc kernel, whose form was right above, now violates them when evaluated at the Hartree density: the acoustic sums are $-0.0787$ and $-0.0077$ hartree/bohr², and the Born charges add up to $-0.776\,e$. These ions are not relaxed for the Hartree state, but the proofs never used vanishing forces.

## What the sum rules cannot certify

Start from the consistent kernel $f$ and add a term that maps $m$ to $w\int w\,m\,dx$, with $\int w^2dx=1$. Let $\chi$ and $n_{1,J}$ belong to $f$, and put $q=\int w\,\chi w\,dx$, which is not positive for a stable response. The new response obeys

$$\tilde n_{1,J}=n_{1,J}+\chi w\int w\,\tilde n_{1,J}\,dx .$$

Multiply by $w$ and integrate. With $b_J=\int w\,n_{1,J}dx$ this gives $\int w\,\tilde n_{1,J}dx=b_J/(1-q)$. Inserting it into $C_{IJ}$, and using $\int(\partial_Iv_{ext})\,\chi w\,dx=b_I$, yields

$$\tilde C_{IJ}=C_{IJ}+\frac{b_Ib_J}{1-q} .$$

Since $\sum_Jn_{1,J}=-n'$ for the consistent kernel, $\sum_Jb_J=-\int w\,n'dx$.

**Both rules hold, but the kernel is wrong.** Choose $w$ orthogonal to $n'$. The mismatch is $g=-w\int w\,n'dx=0$, so both rules survive. The added matrix still stiffens the bond whenever $b_1=-b_2\neq0$. For $w$ a cosine of one cell period centred on the bond, with its component along $n'$ removed and then normalized, the upper mode moves from 2078 to 2257 cm$^{-1}$, an error of 9% relative to the consistent result. Invariance is necessary for a correct kernel, not sufficient.

**One rule holds by accident.** Choose $w$ orthogonal to $n_E$ but not to $n'$. The argument used for $\tilde n_{1,J}$ shows that $n_E$ is unchanged, so the Born charges still add up to zero. Yet $S=(\int w\,n'dx)^2/(1-q)>0$. For $w$ taken as $n'$ with its component along $n_E$ removed and then normalized, the printed acoustic sums are $0.0356$ and $-0.0158$ hartree/bohr², and the lower mode lies at 296 cm$^{-1}$. Vanishing of one sum does not show that $g$ vanishes.

## Repairing the force constants afterwards

The acoustic rule can be imposed by resetting each $C_{II}$ so that its row sums to zero. With two ions, only $C_{12}$ then survives, and

$$\omega^2=-C_{12}\Big(\frac1{m_1}+\frac1{m_2}\Big) .$$

For the consistent kernel this is $0.1345\times6.667\times10^{-4}=8.97\times10^{-5}$, whose square root is $9.47\times10^{-3}$ hartree, or 2078 cm$^{-1}$. After the repair, the kernel without its gradient part gives 1962 cm$^{-1}$ and the missing xc kernel 2159 cm$^{-1}$. These are errors of $-6\%$ and $+4\%$ relative to the consistent 2078 cm$^{-1}$. The lower mode is now zero by construction, so it no longer reveals the mismatch, while $C_{12}$ still contains the faulty response.

A direct diagnosis is to apply the kernel to $n'$ and compare with $v_{xc}'$ point by point. This tests the whole function $g$, where each sum rule tests one integral over it. It still tests the kernel only through its action on $n'$, so a wrong kernel with $g=0$, like the one constructed above, passes. The test assumes that $v_{xc}$ depends on the ions only through $n$. If the functional is evaluated with a core density $n_c$ that moves with the ions, as in a nonlinear core correction, the kernel must be applied to $(n+n_c)'$; applied to $n'$ alone, a correct kernel gives $g=fn_c'\neq0$. The test also says nothing about violations caused by a coarse grid or $k$ mesh. The numerical output lists the largest $|g|$ and both kinds of sums for every pairing.

## Calculated quantities

```
cell length 6.0 bohr; grid points 61
k points: density 16, dipole response 160
ion charges 1.0, 1.0 e
electron-ion softening 0.8, 1.2 bohr
softening e-e 1.0, ion-ion 0.7 bohr
xc parameters A 0.7, B 0.1 (atomic units)
ion masses 2000, 6000 electron masses
relaxed bond length 1.9369 bohr
largest residual force 6.9e-13 hartree/bohr
band gap on k mesh 0.2118 hartree
density min 0.0795, max 0.6746 1/bohr
max error of chi0 dv_s/dx = dn/dx: 2.3e-13 1/bohr^2
charge defect (e): coarse mesh, band curvature, dense mesh
  xc state: 1.27e-07, 7.66e-08, -3.4e-13
  Hartree state: 5.20e-05, 5.19e-05, 5.5e-13
consistent force constants C11, C12, C22 (hartree/bohr^2):
  response    0.13451 -0.13451 0.13451
  finite diff 0.13452 -0.13452 0.13452
consistent Born charges of ions 1, 2 (e):
  response    -0.8557 0.8557
  Berry phase -0.8557 0.8557
[consistent] max|g| 5.4e-13 hartree/bohr
  acoustic sums -0.000000, -0.000000 hartree/bohr^2
  sum of Born charges -0.000000 e
  lower, upper mode -0.0, 2078.3 cm^-1
  upper mode after repair 2078.3 cm^-1
[no gradient part] max|g| 1.5e-01 hartree/bohr
  acoustic sums -0.066603, 0.006077 hartree/bohr^2
  sum of Born charges -0.254342 e
  lower, upper mode -724.8, 1678.9 cm^-1
  upper mode after repair 1961.8 cm^-1
[no xc kernel] max|g| 1.8e-01 hartree/bohr
  acoustic sums 0.065960, 0.004946 hartree/bohr^2
  sum of Born charges 0.522495 e
  lower, upper mode 587.7, 2438.1 cm^-1
  upper mode after repair 2159.1 cm^-1
[accidental neutrality] max|g| 1.6e-01 hartree/bohr
  acoustic sums 0.035599, -0.015839 hartree/bohr^2
  sum of Born charges -0.000000 e
  lower, upper mode 295.7, 2424.6 cm^-1
  upper mode after repair 2288.2 cm^-1
[invariant but wrong] max|g| 5.3e-13 hartree/bohr
  acoustic sums -0.000000, -0.000000 hartree/bohr^2
  sum of Born charges -0.000000 e
  lower, upper mode -0.0, 2256.9 cm^-1
  upper mode after repair 2256.9 cm^-1
[Hartree state, no xc kernel] max|g| 0.0e+00 hartree/bohr
  acoustic sums 0.000000, 0.000000 hartree/bohr^2
  sum of Born charges 0.000000 e
[Hartree state, xc kernel] max|g| 1.4e-01 hartree/bohr
  acoustic sums -0.078691, -0.007717 hartree/bohr^2
  sum of Born charges -0.775722 e
negative wavenumber = imaginary frequency
```
